# Stretched relaxation with and without site-to-site differences in rate

**Question.** After a field is removed, the polarization of my dielectric film decays as $\exp[-(t/\tau)^{1/2}]$ with $\tau=1$ ms. A colleague concludes that the film contains fast and slow regions, because a stretched exponential is a superposition of simple exponentials. Does the conclusion follow? If not, is there an explicit counterexample with the same linear response, and what measurement would tell the two situations apart?

**Answer.** The superposition exists, but the conclusion does not follow. The decay gives the weights of the exponentials. It does not say whether different exponentials belong to different dipoles or all of them to each dipole. Both cases can be built explicitly.

**The superposition**

Write the normalized decay as

$$\phi(t)=\int_0^\infty\rho(k)e^{-kt}\,dk,\qquad \rho\ge0,\quad \phi(0)=1 .$$

For $\beta=1/2$, take $k=1/(2\tau Z^2)$ with $Z$ a standard normal variable. With $a=\sqrt{t/\tau}$, the average of $e^{-kt}$ is

$$\sqrt{\tfrac2\pi}\int_0^\infty e^{-z^2/2-a^2/(2z^2)}dz
=e^{-a}\sqrt{\tfrac2\pi}\,J,\qquad J=\int_0^\infty e^{-(z-a/z)^2/2}dz,$$

because $z^2+a^2/z^2=(z-a/z)^2+2a$. Substituting $z\to a/z$ gives the same $J$ with an extra factor $a/z^2$ in the integrand. Take half the sum of the two forms and set $w=z-a/z$, so that $dw=(1+a/z^2)dz$:

$$J=\tfrac12\int_{-\infty}^{\infty}e^{-w^2/2}dw=\tfrac12\sqrt{2\pi}.$$

The average is therefore $e^{-a}=\exp[-(t/\tau)^{1/2}]$. Changing variable from $|Z|$ to $k$ gives the density

$$\rho(k)=\frac{e^{-1/(4k\tau)}}{2\sqrt{\pi\tau}\,k^{3/2}} .$$

Other exponents $0<\beta<1$ also work. With $u=t/\tau$, integration by parts gives

$$\int_0^\infty(1-e^{-qu})q^{-1-\beta}dq=\frac u\beta\int_0^\infty q^{-\beta}e^{-qu}dq=\frac{\Gamma(1-\beta)}{\beta}u^\beta ,$$

since the boundary terms vanish. Let $\nu(q)=\beta q^{-1-\beta}/\Gamma(1-\beta)$, keep $q>\varepsilon$, and let $\Lambda=\int_\varepsilon^\infty\nu\,dq$. Add up $n$ independent positive jumps with density $\nu/\Lambda$, where $n$ is Poisson distributed with mean $\Lambda$, and call the sum $K$. If $g$ is the average of $e^{-qu}$ over one jump, then

$$\langle e^{-Ku}\rangle=\sum_n e^{-\Lambda}\frac{\Lambda^n}{n!}g^n=e^{-\Lambda(1-g)}=\exp\Big[-\int_\varepsilon^\infty(1-e^{-qu})\nu\,dq\Big]\to e^{-u^\beta}$$

as $\varepsilon\to0$. Each step of the limit is a mixture of exponentials. By the continuity theorem for Laplace transforms, so is the limit, because it is continuous at $u=0$.

**Two models**

Let $\mu$ be the dipole component along the field $E$, with free energy $\mu^2/(2\alpha)-\mu E$ (up to a constant) and polarizability $\alpha$. Sites are independent, and $\xi$ is Gaussian white noise with $\langle\xi(t)\xi(t')\rangle=\delta(t-t')$.

*Heterogeneous:* each site has a permanent rate $k$ drawn from $\rho$, and

$$\dot\mu=-k(\mu-\alpha E)+\sqrt{2k\alpha k_BT}\,\xi .$$

*Homogeneous:* every site has the same internal modes, $\mu=\sum_j\mu_j$, with rates $k_j$, weights $p_j$, $\sum_jp_j=1$, mode energies $\mu_j^2/(2p_j\alpha)-\mu_jE$, and independent noises:

$$\dot\mu_j=-k_j(\mu_j-p_j\alpha E)+\sqrt{2k_jp_j\alpha k_BT}\,\xi_j .$$

The modes are chosen so that $\sum_jp_je^{-k_jt}$ approaches $\phi(t)$. With 48 modes the error in $\phi$ was at most $5\times10^{-9}$ on a set of times from $0.1\tau$ to $30\tau$.

Set $E=0$. In the first model, stationarity requires $0=-2k\langle\mu^2\rangle+2k\alpha k_BT$, so the variance is $\sigma^2=\alpha k_BT$ for every $k$. Multiplying the equation of motion by $\mu(0)$ and averaging removes the later noise and leaves $\langle\mu(0)\mu(t)\rangle=\sigma^2e^{-kt}$. The site average is $\sigma^2\phi(t)$. In the second model, mode $j$ contributes $p_j\sigma^2e^{-k_jt}$, and the sum is again $\sigma^2\phi(t)$. The one-time distribution is the same Gaussian in both.

The response also agrees. Averaging the equations of motion removes the noise, and solving them for a field history $E(t')$ gives in both models

$$\langle\mu(t)\rangle=\alpha\int_{-\infty}^tE(t')\,[-\phi'(t-t')]\,dt' .$$

The complex permittivity is therefore the same, exactly in the limit of a continuous set of modes; the 48-mode set reproduces the dielectric loss to 0.1% up to about $\omega\tau=10^6$ and departs from it at higher frequency. Since the equations are linear, this holds at any field strength within the harmonic model, so a strong-field measurement of the mean polarization does not help here either.

**Four times**

Take the product of $\mu$ at four times separated by $t_1,t_2,t_3$, and let $F$ be its average divided by $\sigma^4$. For jointly Gaussian variables of zero mean, the generating function is $\exp(\frac12\sum_{ij}C_{ij}s_is_j)$, and its $s_1s_2s_3s_4$ term gives

$$\langle x_1x_2x_3x_4\rangle=C_{12}C_{34}+C_{13}C_{24}+C_{14}C_{23}.$$

A homogeneous site is a sum of Gaussian modes, so this applies directly:

$$F_{\rm hom}=\phi(t_1)\phi(t_3)+\phi(t_1+t_2)\phi(t_2+t_3)+\phi(t_1+t_2+t_3)\phi(t_2).$$

In the heterogeneous model each site is Gaussian at fixed $k$, but the population is not jointly Gaussian. The pairing must be done first and the average over $k$ afterwards. At fixed $k$ the three terms are $e^{-k(t_1+t_3)}$ and twice $e^{-k(t_1+2t_2+t_3)}$, hence

$$F_{\rm het}=\phi(t_1+t_3)+2\phi(t_1+2t_2+t_3).$$

The difference $F_{\rm het}-F_{\rm hom}$ is a sum of three terms of the form $\phi(a+b)-\phi(a)\phi(b)$. Each is the covariance of $e^{-ka}$ and $e^{-kb}$ over the rate distribution:

$$\phi(a+b)-\phi(a)\phi(b)=\tfrac12\iint\rho(k)\rho(k')(e^{-ka}-e^{-k'a})(e^{-kb}-e^{-k'b})\,dk\,dk'\ge0 ,$$

because both brackets have the same sign. After a long wait $t_2$ one covariance survives:

$$\Delta=\phi(t_1+t_3)-\phi(t_1)\phi(t_3).$$

This is a memory of the rate. A site that relaxed slowly in the first interval does so again in the last, however long the wait. A single long trajectory shows the same thing: its time-averaged correlation is $e^{-kt}$ at a heterogeneous site, different from site to site, and $\phi(t)$ at each homogeneous site.

**Choosing the intervals**

For $t_1=t_3=t$ and $s=(t/\tau)^\beta$, the long-wait excess is $\Delta=e^{-2^\beta s}-e^{-2s}$. Setting its derivative to zero gives $2^\beta e^{-2^\beta s}=2e^{-2s}$, and taking logarithms,

$$s=\frac{(1-\beta)\ln2}{2-2^\beta}.$$

This is a maximum, since $\Delta$ vanishes at $s=0$ and $s\to\infty$ and is positive between. As $\beta\to1$, $2-2^\beta\approx2(1-\beta)\ln2$, so $s\to1/2$ and $\Delta\approx(1-\beta)\ln2/e$: the contrast disappears with the stretching. As $\beta\to0$, $s\to\ln2$ and $\Delta\to1/2-1/4=1/4$.

**Numbers for your decay**

For $\beta=1/2$, $s=0.5916$ and $t=s^2\tau=0.350$ ms. Then $\phi(t)=e^{-0.5916}=0.553$, $\phi(2t)=e^{-0.8367}=0.433$ and $\phi(t)^2=0.306$, so $\Delta=0.127$. With $t_1=t_3=t$ held fixed:

| wait $t_2$ (ms) | $F_{\rm het}$ | $F_{\rm hom}$ |
|---|---|---|
| 0 | 1.299 | 1.046 |
| 1 | 0.820 | 0.504 |
| 10 | 0.454 | 0.309 |
| 100 | 0.433 | 0.306 |

The difference first rises from 0.254 to a peak of about 0.354, at a wait near 0.27 ms (between the first two rows), and then falls to 0.127. At zero wait one of the three covariances, $\phi(t_1+2t_2+t_3)-\phi(t_1+t_2+t_3)\phi(t_2)$, is zero because $\phi(0)=1$. It becomes positive at finite wait and vanishes again at long wait.

A simulation of 200,000 sites per model with a 10 ms wait gave $0.469\pm0.005$ (heterogeneous) and $0.316\pm0.004$ (homogeneous), with one standard error quoted. These lie 2.9 and 1.9 standard errors above the formulas, while the models differ by about 25. A calculation without random numbers, using eigenfunctions of the Fokker–Planck operator, reproduced $F_{\rm het}$ to within $10^{-5}$ at intervals of 0.35, 4 and 0.35 ms.

In simulated trajectories of 20,000 points spaced by 0.350 ms, the time-averaged correlation at that spacing had a standard deviation between sites of 0.355 in the heterogeneous model (400 sites), against a predicted $\sqrt\Delta=0.356$. In the homogeneous model (20 sites) it was 0.008, which is sampling noise. The remaining values are in the numerical output.

**What a measurement must resolve**

Noise of the total moment $P=\sum_i\mu_i$ of $N$ sites is a poor discriminator. In the average of its four-time product over independent draws of the rates, the $N$ terms with all four factors from one site give $NF_{\rm het}$. Terms pairing two different sites give $N(N-1)F_{\rm hom}$. Dividing by $N^2$,

$$F_P=F_{\rm hom}+\frac{F_{\rm het}-F_{\rm hom}}N .$$

For $N=10^6$ and a 10 ms wait the excess is $1.4\times10^{-7}$. Even this appears only on averaging over many samples. In one sample with frozen rates, $P$ is a sum of independent Gaussian processes and is itself Gaussian.

Within these harmonic models the four factors must therefore come from the same site. (For anharmonic dipoles, such as sites that flip between two states, the bulk response to a strong field can also differ between the two cases.) Signals from single sites, or from very few, provide this. So can a bulk method that forms the product within each site before summing over sites, as multi-time NMR does for molecular orientations. For single sites, the remanent moment is one candidate. With $\alpha=10^{-38}$ C m²/V and $E=10^7$ V/m, its mean at $t=0.350$ ms is $\alpha E\phi(t)=5.5\times10^{-32}$ C m in both models. Heterogeneous site means $\alpha Ee^{-kt}$ also spread, by $\alpha E\sqrt\Delta=3.6\times10^{-32}$ C m. At 300 K the thermal moment is $\sigma=6.4\times10^{-30}$ C m, about 180 times this spread, so some $180^2\approx3\times10^4$ independent repetitions per site are needed to bring the standard error down to the spread.

**Real dielectrics**

Exponents near 0.5 occur in glass-forming liquids and polymers; $10^7$ V/m is a high field, reachable in thin films. For a freely rotating dipole of fixed length, this $\sigma$ means a moment $\sqrt3\,\sigma\approx1.1\times10^{-29}$ C m (3.3 debye), that of a strongly polar small molecule. Such dipoles are not harmonic. As a rough guide to the effect, let each site instead flip between $\pm\sigma$ at a fixed rate. The products over the first and last intervals are then independent at given $k$, so $F_{\rm het}=\phi(t_1+t_3)$ at any wait: 0.433 instead of 0.454 at 10 ms, with the same long-wait limit. Permanence of the rates matters more. If sites exchange rates and the wait is much longer than the exchange time, the two intervals become independent and the excess falls to zero. It starts near 0.127 only if exchange is much slower than the intervals; exchange also cuts off the slow tail of $\phi$. A missing excess at long wait therefore does not rule out short-lived heterogeneity.

A positive long-wait excess shows that sites differ persistently, but not necessarily in their rates. Both models above give every site the same variance $\sigma^2$. Suppose instead that all sites relax with the same $\phi$ but have different variances $v$. Dividing the four-time average by $\langle v\rangle^2$ then leaves a long-wait excess

$$\phi(t_1)\phi(t_3)\,\frac{\langle v^2\rangle-\langle v\rangle^2}{\langle v\rangle^2}.$$

At the intervals used here, a relative spread of 64% in $v$ gives 0.125, almost the same as the spread of rates. The limit $t_1\to0$ separates the two causes: the excess due to rates vanishes, and the excess due to variances does not. The approach is slow, as $\phi(t_3)\sqrt{t_1/\tau}$: at $t_1=0.01$ ms the excess due to rates is still 0.048. With single-site signals, one can also divide each signal by its own standard deviation first.

Nor does an excess show that slow sites cluster into regions: moving the sites around with their rates changes none of the single-site averages used here. Your colleague's claim about regions needs a measurement that also resolves position.

## Computed values

```
stretching exponent beta = 0.50
relaxation time tau = 1.000 ms
temperature = 300.0 K
polarizability alpha = 1.000e-38 C m^2/V
rms moment sigma = 6.4358e-30 C m
field E = 1.000e+07 V/m
number of modes in homogeneous site = 48
largest mode-sum error in phi, 0.1 to 30 tau = 4.6e-09
best (t/tau)^beta = 0.59164
best filter time t = 0.35004 ms
phi(t) = 0.55342
phi(2t), heterogeneous long-wait limit = 0.43314
phi(t)^2, homogeneous long-wait limit = 0.30627
long-wait excess = 0.12686
wait 0 ms: F_het = 1.29941, F_hom = 1.04568, difference = 0.25373
wait 1 ms: F_het = 0.81986, F_hom = 0.50404, difference = 0.31582
wait 10 ms: F_het = 0.45428, F_hom = 0.30949, difference = 0.14479
wait 100 ms: F_het = 0.43314, F_hom = 0.30627, difference = 0.12686
sampled sites per model = 200000
sampled het: two-time = 0.5595 +- 0.0028, four-time at 10 ms wait = 0.4687 +- 0.0049
sampled hom: two-time = 0.5539 +- 0.0025, four-time at 10 ms wait = 0.3163 +- 0.0036
long trajectories: 20000 samples, spacing 0.35004 ms
het: 400 sites, mean correlation = 0.5422, spread = 0.3547
hom: 20 sites, mean correlation = 0.5524, spread = 0.0084
predicted heterogeneous spread = 0.3562
static induced moment alpha E = 1.0000e-31 C m
mean remanent moment at t, both models = 5.5342e-32 C m
heterogeneous site spread of it = 3.5618e-32 C m
strong-field test: alpha E / sigma = 2.0, at 1 ms: het mean = 0.7359, hom mean = 0.7362, formula = 0.7358 (units of sigma)
normalized excess for 1000000 dipoles, 10 ms wait = 1.448e-07
```
